# Orbital-energy terms separating MP2-F12 approximations A and A'

## The form of the answer from two symmetries

In MP2-F12 theory the amplitudes of the explicitly correlated functions for an occupied pair $ij$ follow from a matrix

$$M=B-E_{ij}X ,\qquad E_{ij}=e_i+e_j ,$$

where $B$ contains the Fock operator between two correlated functions and $X$ is their overlap. Both are defined below. Suppose that $B$ can be split into commutators of the Fock operator with the correlation factor, plus orbital energies multiplying $X$. Two symmetries then fix the second part.

First, $B$ is symmetric under exchange of its pair labels $kl$ and $mn$. So is $X$. If the commutator part is also written symmetrically in these labels, and the orbital energies enter linearly, as $aE_{kl}+a'E_{mn}$, then $a=a'$. (A one-sided commutator is not symmetric and allows $a\neq a'$; see (4) and (7).)

Second, a constant $s$ may be added to the one-electron Fock operator. Every orbital energy rises by $s$, every pair energy by $2s$, and $B$ by $2sX$, so $M$ does not change. Commutators do not change either. The coefficient of $X$ in $M$ must therefore be invariant:

$$a(2s+2s)-2s=0\quad\Rightarrow\quad a=\tfrac12 .$$

The coefficient is $\tfrac12(E_{kl}+E_{mn})-E_{ij}$. It contains energy differences alone, and it vanishes when $kl=mn=ij$. It remains to prove that the split exists, and under which conditions.

## Setting and assumptions

Atomic units, real orbitals and a closed-shell reference are used. The Fock operator is

$$F=t+v+J-K ,$$

with kinetic energy $t$, local external potential $v$, Coulomb potential $J$ (all electrons) and nonlocal exchange operator $K$. For any one-electron operator $A$, write $A_{12}=A_1+A_2$. The electron repulsion is $g$. The correlation factor $f$ is a real function of the interelectronic distance and acts by multiplication.

The letters $i,j,k,l,m,n$ denote canonical occupied orbitals with $e_m=\langle m|F|m\rangle$, and $|mn\rangle=\phi_m(1)\phi_n(2)$. The projectors on the occupied orbitals and on the chosen finite set of virtual orbitals are $\hat O$ and $\hat V$. Set

$$P=(1-\hat O_1)(1-\hat O_2),\qquad Q=P-\hat V_1\hat V_2 .$$

Since the virtuals are orthogonal to the occupied orbitals, $P\hat V_1\hat V_2=\hat V_1\hat V_2$. Hence $Q^2=P-2\hat V_1\hat V_2+\hat V_1\hat V_2=Q$, and $Q$ is a projector.

Two conditions are needed.

* **Generalised Brillouin condition (GBC):** $F|m\rangle=e_m|m\rangle$ in the complete one-electron space, not merely within the orbital basis.
* **Extended Brillouin condition (EBC):** $[F,\hat V]=0$, so that $F$ does not couple the chosen virtuals to functions outside their span.

The second-order energy belonging to the reference function $|ij\rangle$ is the minimum of the Hylleraas functional

$$H[u]=\langle u|F_{12}-E_{ij}|u\rangle+2\langle u|g|ij\rangle \tag{1}$$

over functions $u$ with both electrons outside the occupied space. The trial function is

$$|u\rangle=\sum_{ab}t_{ab}|ab\rangle+\sum_{kl}c_{kl}\,Qf|kl\rangle , \tag{2}$$

with $a,b$ in the virtual set. The functions $Qf|kl\rangle$ are called geminals. Define

$$B_{kl,mn}=\langle kl|fQF_{12}Qf|mn\rangle,\quad X_{kl,mn}=\langle kl|fQf|mn\rangle,\quad V_{kl}=\langle kl|fQg|ij\rangle .$$

For $i\neq j$ the minimum of (1) with the product $|ij\rangle$ is only the opposite-spin part of the pair energy. The total energy is obtained from the normalised combinations $(|ij\rangle\pm|ji\rangle)/\sqrt2$; since $F_{12}$ does not couple them, the product minimum is the mean of their two minima. The plus sign belongs to the singlet and the minus sign to the triplet, which counts three times in the total energy. Both combinations have pair energy $e_i+e_j$, so every statement below holds for them too.

## Lemma 1: the projector commutes with the Fock operator

**Under GBC, $[P,F_{12}]=0$. Under GBC and EBC, $[Q,F_{12}]=0$, and the geminals decouple from the conventional doubles in (1).**

*Proof.* GBC gives $F\hat O=\sum_m e_m|m\rangle\langle m|$. This operator is its own adjoint, so it equals $\hat OF$. Thus $F_1$ commutes with $1-\hat O_1$, and trivially with $1-\hat O_2$. The same holds for $F_2$, so $F_{12}$ commutes with $P$. EBC gives in the same way $[F_{12},\hat V_1\hat V_2]=0$, and the difference $Q$ commutes as well.

The coupling between doubles and geminals is $\langle ab|F_{12}Qf|kl\rangle$. Because $\langle ab|=\langle ab|\hat V_1\hat V_2$, it contains

$$\hat V_1\hat V_2F_{12}Q=F_{12}\hat V_1\hat V_2Q=F_{12}(\hat V_1\hat V_2-\hat V_1\hat V_2)=0 .$$

The overlap $\langle ab|Qf|kl\rangle$ vanishes for the same reason. $\square$

The geminal part of (1) is therefore $c^TMc+2c^TV$. If $M$ is positive definite, its minimum satisfies

$$Mc=-V,\qquad E_{\rm F12}=-V^TM^{-1}V=V^Tc . \tag{3}$$

## Lemma 2: moving the Fock operator through the correlation factor

Define the one-sided commutator matrix

$$C_{kl,mn}=\langle kl|fQ[F_{12},f]|mn\rangle .$$

**Under GBC and EBC,**

$$B_{kl,mn}=C_{kl,mn}+E_{mn}X_{kl,mn}. \tag{4}$$

*Proof.* By Lemma 1, $QF_{12}Q=QQF_{12}=QF_{12}$, which removes the right-hand projector from $B$. Next write $F_{12}f=[F_{12},f]+fF_{12}$. GBC gives $F_{12}|mn\rangle=E_{mn}|mn\rangle$. The last term thus becomes $E_{mn}\langle kl|fQf|mn\rangle$. $\square$

The potentials $v$ and $J$ are multiplicative and commute with $f$, so

$$[F_{12},f]=[t_{12},f]-[K_{12},f]. \tag{5}$$

With $t=-\tfrac12\nabla^2$, the product rule gives

$$[t_{12},f]\psi=-\tfrac12\sum_{q=1}^{2}(\nabla_q^2f)\psi-\sum_{q=1}^{2}(\nabla_qf)\cdot\nabla_q\psi . \tag{6}$$

This is the term that deals with the electron-electron cusp. In three dimensions take $f\approx r_{12}/2$ at short range. Since $\nabla_q^2r_{12}=2/r_{12}$, the first sum in (6) is $-\psi/r_{12}$, which cancels the singularity of $g\psi$.

The matrix $C$ is not symmetric in general. Exchanging labels in (4) gives $B_{mn,kl}=C_{mn,kl}+E_{kl}X_{mn,kl}$. As $B$ and $X$ are symmetric, subtraction yields

$$C_{kl,mn}-C_{mn,kl}=(E_{kl}-E_{mn})X_{kl,mn}. \tag{7}$$

How much of $X$ appears explicitly thus depends on how the commutator is written. The approximations below refer to the symmetric form.

## Theorem

Let $\mathcal T$ and $\mathcal K$ be the symmetrised commutator matrices:

$$\mathcal T_{kl,mn}=\tfrac12\big(\langle kl|fQ[t_{12},f]|mn\rangle+\langle mn|fQ[t_{12},f]|kl\rangle\big),$$

and $\mathcal K$ the same with $K_{12}$ in place of $t_{12}$. Let $\Delta_{kl}=e_k+e_l-e_i-e_j$.

**Under GBC and EBC,**

$$M=\mathcal T-\mathcal K+W,\qquad W_{kl,mn}=\tfrac12(\Delta_{kl}+\Delta_{mn})X_{kl,mn}. \tag{8}$$

**In particular $W_{ij,ij}=0$, so that $M_{ij,ij}=\mathcal T_{ij,ij}-\mathcal K_{ij,ij}$ contains no $X$ term.**

*Proof.* Average (4) with its label-exchanged form and insert (5):

$$B_{kl,mn}=\mathcal T_{kl,mn}-\mathcal K_{kl,mn}+\tfrac12(E_{kl}+E_{mn})X_{kl,mn}.$$

Subtract $E_{ij}X_{kl,mn}$, written as $\tfrac12(E_{ij}+E_{ij})X_{kl,mn}$. The brackets combine to $\tfrac12[(E_{kl}-E_{ij})+(E_{mn}-E_{ij})]$, which is (8). For $kl=mn=ij$ both differences are zero. $\square$

If $\hat V_1\hat V_2$ is omitted from the projector, so that $Q=P$, the identity (8) needs GBC alone. With $Q=P-\hat V_1\hat V_2$, the proof uses EBC as well.

### What "diagonal" means

An element $W_{kl,mn}$ vanishes when $\Delta_{kl}+\Delta_{mn}=0$ or $X_{kl,mn}=0$. The first is guaranteed when both geminal labels belong to the correlated pair, but not merely because the element lies on the diagonal. The elements of $W$ are

* $W_{ij,ij}=0$;
* $W_{ij,mn}=\tfrac12\Delta_{mn}X_{ij,mn}$;
* $W_{kl,kl}=\Delta_{kl}X_{kl,kl}$.

The last is a diagonal element of the matrix, yet it survives when $e_k+e_l\neq e_i+e_j$. Physically, the geminal built on $kl$ carries the reference energy of $kl$, while the equation being solved is that of $ij$; $\Delta_{kl}$ is the mismatch.

## Approximations A, A' and B

The three approximations replace $M$ by

$$M_{\rm A}=\mathcal T,\qquad M_{\rm A'}=\mathcal T+W,\qquad M_{\rm B}=\mathcal T-\mathcal K+W . \tag{9}$$

Under the assumptions of the theorem, and with all matrix elements evaluated without further approximation, $M_{\rm B}=M$. A' neglects the exchange commutator. A neglects in addition the orbital-energy differences multiplying $X$.

The cancellation in (8) is thus not peculiar to A: the $ij,ij$ element of $W$ vanishes in A' and B too. What is peculiar to A is that it discards the rest of $W$. Nor does the cancellation justify dropping $\mathcal K$, which generally remains on the diagonal.

**Corollary 1.** *If the geminal expansion of pair $ij$ is restricted to that pair, A and A' give the same energy.*

*Proof.* Then $M_{ij,ij}$ is the only matrix element used, and $W_{ij,ij}=0$. If both $|ij\rangle$ and $|ji\rangle$ are kept, all four elements of $W$ vanish, because $\Delta_{ij}=\Delta_{ji}=0$. $\square$

The corollary also covers amplitudes fixed in advance, since the functional $c^TMc+2c^TV$ then uses the same elements.

**Corollary 2.** *For the full expansion, with $\mathcal T$ and $\mathcal T+W$ invertible,*

$$E_{\rm A'}-E_{\rm A}=c_{\rm A}^TWc_{\rm A'} . \tag{10}$$

*Proof.* The amplitudes obey $\mathcal Tc_{\rm A}=-V$ and $(\mathcal T+W)c_{\rm A'}=-V$. From the first, $V^T=-c_{\rm A}^T\mathcal T$. Therefore

$$E_{\rm A'}=V^Tc_{\rm A'}=-c_{\rm A}^T\mathcal Tc_{\rm A'}=c_{\rm A}^T(V+Wc_{\rm A'})=E_{\rm A}+c_{\rm A}^TWc_{\rm A'} . \qquad\square$$

Because $W_{ij,ij}=0$, each contribution to (10) involves an amplitude outside $ij$ in at least one of the two solutions.

There is a practical consequence. $\mathcal T$ does not depend on the correlated pair, so in A one matrix serves all pairs. In A' the differences $\Delta$ make the matrix depend on $ij$.

## When the conditions fail

Without GBC, define the residual

$$|\rho_{mn}\rangle=(F_{12}-E_{mn})|mn\rangle .$$

Without assuming $[Q,F_{12}]=0$, write $QF_{12}Qf=QF_{12}f-QF_{12}(1-Q)f$. Repeating Lemma 2 with these two changes and symmetrising gives

$$B_{kl,mn}=\mathcal T_{kl,mn}-\mathcal K_{kl,mn}+\tfrac12(E_{kl}+E_{mn})X_{kl,mn}+R_{kl,mn}-D_{kl,mn}, \tag{11}$$

where $R$ and $D$ are the symmetric parts of $\langle kl|fQf|\rho_{mn}\rangle$ and $\langle kl|fQF_{12}(1-Q)f|mn\rangle$.

GBC removes $R$. It does not remove all of $D$. Writing $1-Q=(1-P)+\hat V_1\hat V_2$, GBC gives $QF_{12}(1-P)=Q(1-P)F_{12}=0$, because $QP=Q$. The part with $\hat V_1\hat V_2$ stays until EBC is imposed.

The explicit multiple of $X$ still cancels for $kl=mn=ij$ when the conditions fail, but $R-D$ is left in its place. If EBC fails, the geminals also couple to the conventional doubles, and (3) is no longer the complete F12 correction.

Canonical orbitals are a further condition. For rotated occupied orbitals $F|m\rangle$ is a combination of several occupied orbitals, and $F_{12}|mn\rangle$ is not a multiple of $|mn\rangle$, unless the rotation mixes only degenerate orbitals.

## Worked example

Four electrons move in one dimension in the trap $v=\tfrac12x^2$, with

$$g=\frac1{\sqrt{x_{12}^2+1}},\qquad f=-e^{-x_{12}^2},$$

all in atomic units. The grid of 81 points with spacing 0.25 bohr plays the part of the complete one-electron space. Two orbitals, 0 and 1, are doubly occupied, and the four lowest virtual orbitals form $\hat V$. The repulsion is softened, so the model has no cusp. It tests the algebra and says nothing about accuracy for molecules.

The numerical check computes $B$ from its definition and $\mathcal T$ from analytic derivatives of $f$. With both conditions satisfied, (8) holds to rounding error. If the virtuals are the third to sixth eigenfunctions of $t+v$, orthogonalised to the occupied orbitals, EBC is violated, and omitting $R-D$ causes a largest error of $2.4\times10^{-3}$ hartree in the elements of $B$; the size of this error depends on the virtuals chosen. With $Q=P$ and occupied orbitals from a small basis (the four lowest eigenfunctions of $t+v$), which violate GBC, the error reaches $2.5\times10^{-4}$ hartree. Including $R-D$ restores agreement in both cases.

### Pair 00

The occupied orbitals have opposite parity, so geminal 00 mixes with 11 but not with 01. The energy difference is

$$\Delta_{11}=2(3.32056-2.44762)=1.7459\ \text{hartree}.$$

With $X_{00,11}=3.362\times10^{-3}$ and $X_{11,11}=6.542\times10^{-3}$,

$$W_{00,11}=\tfrac12(1.7459)(3.362\times10^{-3})=2.935\times10^{-3}\ \text{hartree},$$

$$W_{11,11}=(1.7459)(6.542\times10^{-3})=1.142\times10^{-2}\ \text{hartree},$$

while $W_{00,00}=0$. The diagonal element of $M$ for the pair itself is

$$\mathcal T_{00,00}-\mathcal K_{00,00}=(3.575+0.592)\times10^{-2}=4.167\times10^{-2}\ \text{hartree},$$

in agreement with the value of $B-E_{00}X$ computed directly. Dropping $\mathcal K$ lowers this element by 14 per cent of its full value.

With geminal 00 alone, A and A' both give

$$-\frac{V_{00}^2}{\mathcal T_{00,00}}=-\frac{(1.46944\times10^{-3})^2}{3.57451\times10^{-2}}=-60.41\ \text{microhartree}.$$

With both geminals, A still gives $-60.41$, because its amplitude for 11 is nearly zero, $-0.00002$. This reflects two nearly equal ratios in this model, $V_{11}/V_{00}=0.920$ and $\mathcal T_{00,11}/\mathcal T_{00,00}=0.921$; if they were equal, the amplitude would vanish. A' changes the amplitudes of 00 and 11 to $0.04451$ and $-0.00340$. The leading term of (10) is

$$c_{\rm A}(00)\,W_{00,11}\,c_{\rm A'}(11)=(0.04113)(2.935\times10^{-3})(-0.00340)=-0.41\ \text{microhartree},$$

which accounts for the computed shift to $-60.82$ microhartree. The shift, 0.7 per cent of the A energy, is thus set by the amplitude of 11 in A', not by the nearly vanishing one in A.

The sign of the shift is not fixed by $W$ alone. Here $W$ has determinant $-W_{00,11}^2<0$, so it has one positive and one negative eigenvalue.

### The other pairs and the total

For pair 11 the mismatch of geminal 00 is $\Delta_{00}=-1.7459$ hartree. The exact $M$ is the matrix of $F_{12}-E_{ij}$ between functions with both electrons outside the occupied space. Under GBC, with the occupied orbitals the lowest eigenfunctions of $F$ and separated from the rest by a gap, it is positive definite for linearly independent geminals. The approximate matrices $\mathcal T$ and $\mathcal T+W$ have no such guarantee, and negative differences can push the eigenvalues of $\mathcal T+W$ below those of $\mathcal T$. Here the lowest eigenvalue in the 00, 11 block falls from $1.29\times10^{-2}$ in A to $1.08\times10^{-2}$ hartree in A', and remains positive. The energy changes from $-105.81$ to $-107.85$ microhartree.

For pair 01, parity and exchange symmetry leave one geminal for each spin. A and A' then agree, as Corollary 1 requires.

The total F12 corrections are $-512.0$ (A), $-514.4$ (A') and $-440.0$ microhartree (B). Conventional MP2 with four virtuals gives $-9277.8$ and MP2 on the complete grid $-9739.0$, so the correction sought is $-461.2$ microhartree. B recovers 95 per cent of it and stays above the complete-grid energy, as a minimum of (1) over a restricted space must. A and A' overshoot by 51 and 53 microhartree: once $\mathcal K$ is dropped, the matrix is no longer that of the functional, and the bound is lost.

For this correlation factor and four virtuals, the step from A to A' changes the total by 2.4 microhartree and the step from A' to B changes it by 74, so restoring $W$ without $\mathcal K$ moves the result slightly away from B. These sizes and signs are not general. With $f=-e^{-x_{12}^2/2}$ restoring $W$ moves the result towards B, with $f=-e^{-2x_{12}^2}$ neither A nor A' overshoots, and with two virtuals the step from A to A' is about 100 microhartree.

## Table of computed values

```
trap frequency 1.0 hartree, softening 1.0 bohr, gamma 1.0 bohr^-2
grid points 81, spacing 0.25 bohr, virtual orbitals 4
orbital energies e0, e1: 2.447622 3.320561 hartree
Delta_11 for pair 00 = 2(e1-e0): 1.745877 hartree
max |B - derived| (hartree):
  GBC and EBC hold, with V1V2: 2.7e-16
  GBC holds, no V1V2:          1.0e-15
  GBC holds, EBC broken:       2.378e-03
  GBC broken, no V1V2:         2.455e-04
norm of F|m>-e_m|m>, GBC broken: 7.293e-03 hartree
Pair 00, elements (00,00) (00,11) (11,11):
  X: 3.84899e-03 3.36211e-03 6.54159e-03 dimensionless
  Tc: 3.57451e-02 3.29103e-02 6.02337e-02 hartree
  Kc: -5.92432e-03 -5.46488e-03 -9.49292e-03 hartree
  W: 0.00000e+00 2.93491e-03 1.14208e-02 hartree
  B-E_00 X, direct: 4.16694e-02 4.13100e-02 8.11474e-02 hartree
normalised overlap of geminals 00 and 11: 0.6700
V(00), V(11) for pair 00: -1.46944e-03 -1.35229e-03 hartree
amplitudes c(00), c(11), pair 00, A: 0.04113 -0.00002
amplitudes c(00), c(11), pair 00, A': 0.04451 -0.00340
amplitudes c(00), c(11), pair 00, B: 0.03784 -0.00260
lowest eigenvalue, pair 00, A, A': 1.2875e-02 1.3609e-02 hartree
lowest eigenvalue, pair 11, A, A': 1.2875e-02 1.0836e-02 hartree
F12 pair energies in microhartree: diagonal A=A', full A, A', B
  00: -60.4070 -60.4070 -60.8188 -52.0902
  11: -105.6495 -105.8083 -107.8456 -92.5806
  01 singlet: -146.0021 -146.0021 -146.0021 -122.9830
  01 triplet: -66.5917 -66.5917 -66.5917 -57.4615
E(A')-E(A), pairs 00 and 11: -0.4118 -2.0373 microhartree
Totals in microhartree (triplet weight 3):
  conventional MP2, 4 virtuals: -9277.772
  F12 diagonal: -511.834
  F12 A: -511.992
  F12 A': -514.441
  F12 B: -440.038
  MP2, complete grid: -9739.006
```
